# Boltzmann electrons at a point donor: divergence and collapse under mesh refinement

## The question

An ionized donor in a transistor is represented by a point charge, and the electrons around it by classical Boltzmann statistics. Their density grows towards the donor as the exponential of a length divided by the radius. Why does the electron charge then diverge as the mesh is refined, when the volume around the donor shrinks at the same time? And does it still diverge if the electrons are allowed to screen the donor?

## The mechanism: a density against a volume

Let the donor have charge $+e$, with $e>0$, in a uniform dielectric of permittivity $\varepsilon$. An electron at distance $r$ has potential energy $-e^2/(4\pi\varepsilon r)$. Define

$$u=-\frac{\text{potential energy}}{kT},\qquad l=\frac{e^2}{4\pi\varepsilon kT}.$$

For the bare donor $u=l/r$. The length $l$ is the distance at which the attraction equals $kT$.

The density of classical electrons is an integral of the Boltzmann factor over momentum. The kinetic and potential energies enter as separate factors, and the momentum integral is the same at every position. Therefore

$$n(r)=n_0e^{u(r)}=n_0e^{l/r},$$

where $n_0$ is the density at zero potential. Nothing in this expression makes an electron pay kinetic energy for being confined near the donor, and nothing limits how many electrons occupy the same region.

A growing density does not by itself imply an infinite charge. A shell holds $4\pi r^2n(r)\,dr$ electrons, so the growth has to overcome the factor $r^2$. Expand the exponential:

$$r^2e^{l/r}=r^2+lr+\frac{l^2}{2}+\frac{l^3}{6r}+\frac{l^4}{24r^2}+\cdots$$

The first three terms have finite integrals down to $r=0$. The fourth gives a logarithm, and each later term diverges as a power. All terms are positive, so none can cancel another. Keeping the fourth alone gives a lower bound on the number of electrons between a cutoff radius $a$ and an outer radius $R$:

$$N(a)>\frac{4\pi n_0l^3}{6}\ln\frac{R}{a}\longrightarrow\infty\qquad(a\to0).$$

This proves the divergence in the prescribed potential. A density growing as $r^{-2}$ would also be infinite at the donor, yet its charge would be finite.

The sign of the force matters. For electrons near a negatively charged acceptor the factor is $e^{-l/r}$, which vanishes at the centre, and the problem does not arise.

## How fast the charge grows

The bound shows that the charge diverges but greatly underestimates the rate. In

$$N(a)=4\pi n_0\int_a^Rr^2e^{l/r}\,dr$$

put $t=1/r$. Then $dr=-dt/t^2$ and $r^2=t^{-2}$; reversing the limits absorbs the minus sign:

$$N(a)=4\pi n_0\int_{1/R}^{1/a}t^{-4}e^{lt}\,dt.$$

Integration by parts gives, for any power $m$,

$$\int t^{-m}e^{lt}\,dt=\frac{t^{-m}e^{lt}}{l}+\frac{m}{l}\int t^{-m-1}e^{lt}\,dt.$$

Apply this with $m=4,5,6,7$. The coefficients are $1$, $4$, $4\cdot5=20$ and $4\cdot5\cdot6=120$. The terms from the lower limit $1/R$ stay fixed while those from $1/a$ grow exponentially, so for $a\ll l$

$$N(a)\simeq4\pi n_0\frac{a^4}{l}e^{l/a}\left[1+\frac{4a}{l}+\frac{20a^2}{l^2}+\frac{120a^3}{l^3}\right].$$

The first omitted term in the bracket is $4\cdot5\cdot6\cdot7\,(a/l)^4=840\,(a/l)^4$. Because of this large coefficient, the formula is accurate only when $a$ is far below $l$. The power $a^4$ carries the shrinking volume, and the exponential overwhelms it.

Consider silicon at 300 K with relative permittivity 11.7 and $n_0=10^{18}\ \mathrm{cm^{-3}}=10^{-3}\ \mathrm{nm^{-3}}$. Here $kT=25.85$ meV and $l=4.76$ nm. With $R=5$ nm, direct integration gives:

| Cutoff (nm) | Electrons |
|---:|---:|
| 2 | 1.87 |
| 1 | 2.64 |
| 0.5 | 6.68 |
| 0.25 | $2.49\times10^3$ |
| 0.1 | $1.37\times10^{14}$ |

At 0.1 nm the asymptotic formula also gives $1.37\times10^{14}$. The slow start has a simple origin. The charge per unit radius is proportional to $r^2e^{l/r}$, whose logarithmic derivative is $2/r-l/r^2$. It vanishes at $r=l/2=2.4$ nm. Further out, the volume factor wins as one moves inward; closer in, the exponential wins. The charge therefore grows only moderately at first and explodes once the cutoff is well below $l/2$.

## Does prescribed Debye screening help?

Suppose the bare potential is replaced by $u=le^{-r/L}/r$, with Debye length $L=(4\pi ln_0)^{-1/2}=4.09$ nm. Near the donor,

$$\frac{l}{r}e^{-r/L}=\frac{l}{r}-\frac{l}{L}+\frac{lr}{2L^2}+\cdots$$

The singular term is unchanged. As the cutoff shrinks, the leading divergence is multiplied by the constant $e^{-l/L}=0.312$. At a cutoff of 0.05 nm the integrated charges have the ratio 0.314. The next term predicts a correction factor of about $1+la/(2L^2)=1.007$, which accounts for the difference. Screening at a distance lowers the charge but cannot make it finite.

## What a mesh does with the singularity

On a mesh the potential at the donor node is finite, and the spacing $h$ acts as a cutoff. Take cubic cells with the donor at the centre of one of them. With the uniform background $n_0$ neutralized, Poisson's equation is

$$-\nabla^2u=4\pi l\left[\delta(\mathbf r)-(n-n_0)\right].$$

For the prescribed donor potential, omit the electron term. Integrate over the donor cell. Each of its six faces has area $h^2$ and carries the gradient $(u_0-u_j)/h$, where $j$ labels a neighbour. Hence

$$h\sum_{j=1}^{6}(u_0-u_j)=4\pi l.$$

On an infinite mesh this difference equation is solved by a Fourier transform. A wave with phases $k_x,k_y,k_z$ per cell multiplies the difference operator by $6-2(\cos k_x+\cos k_y+\cos k_z)$. The response at the source to a unit source is the average of the inverse of this factor over all phases. Write $1/A=\int_0^\infty e^{-At}dt$; the three phase averages then separate, each giving the modified Bessel function $I_0(2t)$. Thus

$$u_0=\frac{gl}{h},\qquad g=4\pi\int_0^\infty\left[e^{-2t}I_0(2t)\right]^3dt=3.176.$$

The donor node therefore sees the Coulomb potential at an effective radius $h/g$, about a third of the spacing. Its cell holds

$$N_0(h)=n_0h^3e^{gl/h}$$

electrons. Since $d\ln N_0/dh=3/h-gl/h^2$, this charge has a minimum at $h=gl/3=5.04$ nm, where it is 2.57 electrons. Below that spacing refinement increases it.

For $h=1$ nm the exponent is $3.176\times4.761=15.12$, and $N_0=10^{-3}e^{15.12}\approx3.7\times10^3$. For $h=0.5$ nm the exponent doubles, the volume falls by eight, and $N_0=1.7\times10^9$. The mesh does not create the divergence, since the continuum integral was infinite from the start. The node charge is not a piece of that integral, however: it assigns the density at radius $h/g$ to the whole cell, and at $h=1$ nm it far exceeds the roughly 140 electrons of the integral cut at $a=h/g$. The two share the exponential growth, not the prefactor.

## What changes when the electrons act back

Thousands of electrons around one positive charge would repel further electrons. Now solve Poisson's equation and the Boltzmann density together, in a grounded box with $u=0$ on its walls. At node $i$,

$$h\sum_j(u_i-u_j)=4\pi l\left[\delta_{i0}-q_i\right],\qquad q_i=n_0h^3(e^{u_i}-1).$$

Here $q_i$ is the excess number of electrons in cell $i$, and $i=0$ is the donor node.

First, $u$ cannot be negative. At a negative minimum the left side would be zero or negative, but $q_i<0$ would make the right side positive. So every $q_i\ge0$. Next, consider the largest positive $u$. There the left side is not negative, so the right side cannot be negative either. This is impossible away from the donor, where the right side is $-4\pi lq_i<0$. The maximum is therefore at the donor, and

$$q_0\le1,\qquad u_0\le\ln\left(1+\frac{1}{n_0h^3}\right).$$

Summing the equation over all nodes cancels the flux between interior nodes. What remains is the flux into the walls, which is not negative because $u\ge0$. So the total excess in the box also cannot exceed one electron. In the self-consistent mean-field problem, the excess charge does not diverge.

It does something else. Let $s=1-q_0$ be the part of the donor charge not neutralized in its own cell. Flux balance at the donor, with all $u_j\ge0$, gives

$$4\pi ls=h\sum_j(u_0-u_j)\le6hu_0.$$

For a bound from below, superpose the potentials of the charges. The net charge $s$ at the donor node would produce at most $gls/h$ there, since grounded walls can lower this value but not raise it. Electrons in other cells lower it further. Hence $u_0\le gls/h$, and

$$\frac{hu_0}{gl}\le s\le\frac{6hu_0}{4\pi l}\le\frac{3h}{2\pi l}\ln\left(1+\frac{1}{n_0h^3}\right).$$

The right side vanishes as $h\to0$. Moreover, $u_0=\ln[1+(1-s)/(n_0h^3)]$ then grows as $3\ln(1/h)$, so both bounds scale as $h\ln(1/h)$, and so must $s$.

The entire compensating electron collapses into the donor cell. Its density still diverges, approximately as $1/h^3$, but its charge tends to one electron. At a fixed distance $r\gg h$, superposition gives approximately $u\le ls/r$, which tends to zero. Refinement makes the donor electrically invisible.

In a grounded cube of half-width 8 nm, with $n_0$ and temperature fixed, the solutions are:

| $h$ (nm) | Node excess $q_0$ | Remaining $s$ | Well at 2 nm (meV) |
|---:|---:|---:|---:|
| 2 | 0.400 | 0.600 | 24.2 |
| 1 | 0.545 | 0.455 | 17.6 |
| 0.5 | 0.700 | 0.300 | 10.6 |
| 0.25 | 0.815 | 0.185 | 6.5 |

At $h=0.25$ nm, $u_0=10.86$. The lower bound on $s$ is $0.25\times10.86/(3.176\times4.761)=0.180$, and the upper bound from flux balance is 0.272. The computed 0.185 lies between them. The approach to full neutralization is slow: at $h=0.01$ nm the final bound gives $s\le0.021$, hence $u_0\approx20.7$, and the lower bound $hu_0/(gl)$ then still keeps $s$ above 0.013. The potential well at 2 nm, however, has already lost almost three quarters of its value on the coarsest mesh. A finite total charge is thus no evidence of a converged potential.

## Which missing physics removes the singularity?

**Fermi filling.** The Pauli principle limits the number of electrons per phase-space cell. With conduction-band effective density of states $N_c$, the density in a prescribed potential becomes

$$n=N_cF_{1/2}(\eta+l/r),\qquad F_{1/2}(x)=\frac{2}{\sqrt\pi}\int_0^\infty\frac{\sqrt y\,dy}{1+e^{y-x}},$$

where $\eta$ is fixed by $n=n_0$ at zero potential. For large positive $x$, states up to $y=x$ are filled, so $F_{1/2}(x)\simeq(2/\sqrt\pi)(2/3)x^{3/2}$. Near the donor,

$$n\simeq\frac{4N_c}{3\sqrt\pi}\left(\frac lr\right)^{3/2}.$$

Multiplication by $r^2$ leaves $r^{1/2}$, whose integral from zero to $a$ is $2a^{3/2}/3$. The density is still infinite at a point, but the charge is finite.

For the silicon example $N_c=2.74\times10^{19}\ \mathrm{cm^{-3}}$. The Boltzmann density reaches $N_c$ at $r=l/\ln(N_c/n_0)\approx1.4$ nm, so low density far away does not justify Boltzmann statistics near the donor. With cutoffs of 1, 0.1 and 0.01 nm, Fermi filling gives 2.36, 3.20 and 3.25 electrons within 5 nm. The number converges. The uniform density $n_0$ accounts for $4\pi R^3n_0/3=0.52$ of these electrons. The remaining excess of about 2.7 is above one because this calculation again prescribes the bare potential and omits the electrons' mutual repulsion.

**Quantum motion.** Confining an electron within $r$ costs kinetic energy of order $\hbar^2/(2mr^2)$, which eventually exceeds a Coulomb attraction growing as $1/r$. The density at the donor is then finite even with Boltzmann weights. For one electron with an isotropic mass $m$, let $a_B$ be the donor Bohr radius, $E_B$ the binding energy and $\lambda=h_P/\sqrt{2\pi mkT}$ the thermal wavelength, with $h_P$ Planck's constant. Only s states have density at the centre. The hydrogenic bound states have energy $-E_B/\nu^2$ and central density $1/(\pi\nu^3a_B^3)$, where $\nu$ is the principal quantum number. Relative to the free-electron density $1/\lambda^3$, they contribute

$$\lambda^3\sum_{\nu=1}^{\infty}\frac{e^{E_B/(\nu^2kT)}}{\pi\nu^3a_B^3}.$$

This sum converges because its terms fall as $\nu^{-3}$. In the continuum, attraction multiplies the central density of a wave of wavenumber $k$ by $x/(1-e^{-x})$, with $x=2\pi/(ka_B)$. This factor is at most $1+x$, so its thermal average, weighted by $k^2e^{-\hbar^2k^2/(2mkT)}$ (where $kT$ is the thermal energy), is finite too.

With the density-of-states mass per valley, $0.321$ electron masses, $a_B=1.93$ nm, $E_B=31.9$ meV and $\lambda=7.59$ nm. The ground state contributes $7.59^3e^{31.95/25.85}/(\pi\times1.926^3)\approx67$. All states together give $n(0)/n_0\approx80$. A radial diagonalization in a sphere of radius $20a_B$, with step $0.01a_B$, also gives 80. The classical ratio at the same point is infinite.

This number shows finiteness and scale, not the donor's real occupation. Boltzmann weights put 0.125 electron in each of the twelve spin and valley ground states, 1.5 electrons in all, and repulsion between them has been left out. Screening matters at this density, because the Debye length is only about $2.1a_B$: with the Debye-screened potential in place of the bare one, the binding energy falls to about 10 meV and $n(0)/n_0$ to about 30.

## Reading the result for a silicon device

The example describes n-type silicon with a free-electron density of $10^{18}\ \mathrm{cm^{-3}}$. This is well below $N_c$, so degeneracy is weak far from the donors; at higher doping it matters more. The doping equals the free-electron density only if every donor is ionized; if some are neutral, it is higher. With full ionization the mean donor spacing is about $n_0^{-1/3}=10$ nm, so a real box of this size would contain several donors instead of one donor in a smooth background.

Other assumptions also change the numbers:

- **Mass anisotropy.** With rough silicon masses of 0.19 and 0.92, a variational ground state has a binding energy of 29.6 meV and contributes 53 to $n(0)/n_0$, about 21% below the isotropic 67. The short-range potential of a real impurity acts the other way: phosphorus binds an electron by roughly 45 meV. That value belongs to only one of the six combinations of valleys; the other five are bound by roughly 33 meV. The extra 15 meV would multiply the Boltzmann factor of that one combination by about 1.8, while the average over all six, which sets the ground-state occupation, rises by a factor of only about 1.3. Exactly at the donor site the other five combinations have zero amplitude, so there the factor 1.8 applies, before any change in the shape of the state.
- **Temperature.** At 400 K, with $n_0$ and permittivity fixed, $l$ falls to 3.57 nm. The prescribed-potential charge at a 1 nm node falls from about 3700 to 84 electrons, but it still diverges under refinement.
- **Dielectric response.** The donor field at 1 nm is 1.2 MV/cm in this model. At atomic distances a uniform permittivity fails, because the valence electrons screen the donor only partly there. With no dielectric screening $l$ would be 56 nm, which would strengthen the classical singularity.

One numerical remedy is to spread the donor charge over a ball of fixed radius $d$. Gauss's law gives a field proportional to $r$ inside, and integration from the surface value $l/d$ adds $l/(2d)$, so the central potential is $u=3l/(2d)$. The Boltzmann charge then converges as the mesh is refined at fixed $d$. For $d\ll l$ this takes many cells per $d$, because the exponential magnifies small errors in the potential. But the central density in this prescribed potential contains $e^{3l/(2d)}$, so $d$ is a physical model parameter that needs justification. If $d$ is reduced along with $h$, the point-donor problem returns. The numerical output below gives the remaining values.

## Computed values

```
kT = 25.852 meV at 300 K
relative permittivity = 11.7, n0 = 1.0e+18 cm^-3
length l = 4.761 nm, Debye length = 4.088 nm
cutoff 2.0 nm: Boltzmann electrons to 5.0 nm = 1.871e+00
cutoff 1.0 nm: Boltzmann electrons to 5.0 nm = 2.639e+00
cutoff 0.5 nm: Boltzmann electrons to 5.0 nm = 6.684e+00
cutoff 0.25 nm: Boltzmann electrons to 5.0 nm = 2.489e+03
cutoff 0.1 nm: Boltzmann electrons to 5.0 nm = 1.368e+14
asymptotic formula at cutoff 0.1 nm = 1.368e+14
screened/bare charge at cutoff 0.05 nm = 0.3143
exp(-l/Debye length) = 0.3121
lattice constant g = 3.17591
g from extrapolated mesh solves = 3.17595
least fixed-potential node charge: h = 5.040 nm, 2.571 electrons
grounded cube half-width = 8.0 nm
h = 2.0 nm: fixed-potential node = 1.536e+01 electrons
  self-consistent: node excess 0.3995, box excess 0.7213
  s = 0.6005, bounds 0.5199 to 0.7884, u0 = 3.931
  node density = 5.094e+19 cm^-3, well at 2 nm = 24.22 meV
h = 1.0 nm: fixed-potential node = 3.684e+03 electrons
  self-consistent: node excess 0.5447, box excess 0.8038
  s = 0.4553, bounds 0.4168 to 0.6320, u0 = 6.302
  node density = 5.457e+20 cm^-3, well at 2 nm = 17.56 meV
h = 0.5 nm: fixed-potential node = 1.697e+09 electrons
  self-consistent: node excess 0.6997, box excess 0.8704
  s = 0.3003, bounds 0.2854 to 0.4328, u0 = 8.630
  node density = 5.599e+21 cm^-3, well at 2 nm = 10.61 meV
h = 0.25 nm: fixed-potential node = 2.879e+21 electrons
  self-consistent: node excess 0.8154, box excess 0.9182
  s = 0.1846, bounds 0.1796 to 0.2724, u0 = 10.863
  node density = 5.219e+22 cm^-3, well at 2 nm = 6.49 meV
upper bound on s at h = 0.01 nm: 0.0208
Nc = 2.744e+19 cm^-3, thermal wavelength = 7.590 nm
cutoff 1.0 nm: Fermi-Dirac electrons to 5.0 nm = 2.3553
cutoff 0.1 nm: Fermi-Dirac electrons to 5.0 nm = 3.1994
cutoff 0.01 nm: Fermi-Dirac electrons to 5.0 nm = 3.2509
cutoff 0.001 nm: Fermi-Dirac electrons to 5.0 nm = 3.2527
density mass = 0.3214 m0, donor Bohr radius = 1.926 nm
isotropic binding = 31.95 meV
quantum n(0)/n0 = 79.91, by diagonalization 79.89
Boltzmann 1s occupation: 0.1254 per spin-valley state, 1.505 in all
anisotropic variational binding = 29.61 meV
1s part of n(0)/n0: anisotropic 52.80, isotropic 67.04
400 K: l = 3.571 nm, fixed node at h = 1 nm = 84.09 electrons
donor field at 1 nm = 1.231 MV/cm
l without dielectric screening = 55.70 nm
```
